**Stiffness of a frictionless axisymmetric contact**

The program tests $dP/dh=2E_ra$, where $P$ is the load, $h$ the approach, $a$ the contact radius and $E_r$ the reduced modulus. It finds the contact from a ring discretization of the elastic surface response, requiring non-negative pressure and no overlap beyond a stated discretization tolerance. For five convex profiles, it asserts that the differentiated load agrees with $2E_ra$ within one percent; the printed ratios lie between 0.9999 and 1.0000, helped by a chosen contact radius that falls on a ring edge. A non-convex profile produces an annular contact with a ratio of 0.88, based on its outer radius. Further assertions cover the elastic potential, the Bessel and Abel transforms, the edge condition, the contact energy and the substrate energy. For an iron film with rough elastic constants and $a=100$ nm, the output gives a stiffness of 38.0 μN/nm. It also estimates stiffness changes of −9 percent from idealized zero-range adhesion with a free edge, −2 percent from a softer substrate and −5 percent from crystal orientation.

## Check in Python

```python
# Result under test: frictionless axisymmetric contact has dP/dh = 2 E_r a.
# P: load, h: approach, a: contact radius, E_r: reduced modulus,
# f(r): gap profile, g(t) = t * integral_0^(pi/2) f'(t sin x) dx.
# Dimensionless contact tests use E_r = 1. Example units: nm, GPa, nN;
# hence GPa*nm = N/m and GPa*nm^2 = nN.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, j0, j1

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(80)
unit_nodes, unit_weights = (nodes + 1) / 2, weights / 2
sines, angle_weights = np.sin(pi * unit_nodes / 2), pi * unit_weights / 2


def depth_function(slope, t):
    t = np.atleast_1d(np.asarray(t, dtype=float))
    return t * (slope(np.outer(t, sines)) @ angle_weights)


def load_formula(slope, h, a, modulus=1.0):
    g = depth_function(slope, a * unit_nodes)
    return 2 * modulus * a * np.sum(unit_weights * (h - g))


# Elastic potential: equilibrium and surface conditions from Hooke's law.
x, y, z = sp.symbols('x y z', real=True)
G, nu = sp.symbols('G nu', positive=True)
phi = sp.exp(-5 * z) * sp.cos(3 * x + 4 * y)
coords = (x, y, z)
disp = [((1 - 2*nu)*sp.diff(phi, q) + z*sp.diff(phi, q, z))/(2*G)
        for q in (x, y)]
disp.append((-2*(1-nu)*sp.diff(phi, z) + z*sp.diff(phi, z, 2))/(2*G))
lam = 2 * G * nu / (1 - 2 * nu)
div = sum(sp.diff(disp[i], coords[i]) for i in range(3))
stress = [[G*(sp.diff(disp[i], coords[j]) + sp.diff(disp[j], coords[i]))
           + (lam*div if i == j else 0) for j in range(3)]
          for i in range(3)]
for i in range(3):
    balance = sum(sp.diff(stress[i][j], coords[j]) for j in range(3))
    assert sp.simplify(balance) == 0
assert sp.simplify(stress[0][2].subs(z, 0)) == 0
assert sp.simplify(stress[1][2].subs(z, 0)) == 0
pressure_mode = -stress[2][2].subs(z, 0)
plane_modulus = 2 * G / (1 - nu)
assert sp.simplify(disp[2].subs(z, 0)
                   - 2*pressure_mode/(5*plane_modulus)) == 0

# Damped Bessel integral on both sides of the step, and at t = 0.
for radius, t in ((1.3, 0.6), (0.6, 1.3), (1.1, 0.0)):
    damp = 0.2
    real = quad(lambda k: np.exp(-damp*k)*j0(k*radius)*np.cos(k*t),
                0, 120, limit=400)[0]
    imag = quad(lambda k: np.exp(-damp*k)*j0(k*radius)*np.sin(k*t),
                0, 120, limit=400)[0]
    closed = 1 / np.sqrt(radius**2 + (damp - 1j*t)**2)
    assert abs(real + 1j*imag - closed) < 1e-6

# Profiles and their slopes.
profiles = {
    'paraboloid': (lambda r: r**2/2, lambda r: r),
    'cone': (lambda r: 0.4*r, lambda r: 0.4 + 0*r),
    'quartic': (lambda r: 0.8*r**4, lambda r: 3.2*r**3),
    'sphere': (lambda r: 1.5-np.sqrt(2.25-r**2),
               lambda r: r/np.sqrt(2.25-r**2)),
    'cosh': (lambda r: (np.cosh(2*r)-1)/8,
             lambda r: np.sinh(2*r)/4)}

# Abel inversion recovers each prescribed surface displacement.
for shape, slope in profiles.values():
    radius, h = 0.47, 0.9
    transformed = depth_function(slope, radius * sines)
    recovered = (2/pi)*np.sum(angle_weights*(h-transformed))
    assert abs(recovered - (h-shape(radius))) < 1e-8

# Surface compliance from uniform discs; differences of discs make rings.
ring_count = 400
edges = np.linspace(0, 1, ring_count + 1)
mid = (edges[1:] + edges[:-1]) / 2
areas = pi * np.diff(edges**2)
ring_width = edges[1]


def disc_displacement(r, b):
    inside = r < b
    m_in = np.where(inside, (r/b)**2, 0)
    m_out = np.where(inside, 0, (b/r)**2)
    return np.where(inside, 4*b/pi*ellipe(m_in),
                    4*r/pi*(ellipe(m_out)-(1-m_out)*ellipk(m_out)))


direct = dblquad(lambda q, s: s/(pi*np.sqrt(2.25+s*s-3*s*np.cos(q))),
                 0, 1, 0, 2*pi)[0]
assert abs(direct - disc_displacement(1.5, 1.0)) < 1e-7
disc_matrix = disc_displacement(mid[:, None], edges[None, 1:])
compliance = disc_matrix.copy()
compliance[:, 1:] -= disc_matrix[:, :-1]


def solve_contact(shape, h):
    gap = shape(mid)
    active = gap < h
    for _ in range(ring_count):
        ids = np.flatnonzero(active)
        p = np.linalg.solve(compliance[np.ix_(ids, ids)], h-gap[ids])
        if np.all(p >= 0):
            break
        active[ids[p < 0]] = False
    assert np.all(p >= 0)
    full = np.zeros(ring_count)
    full[ids] = p
    clearance = compliance @ full - h + gap
    # Allowed overlap is the error of an edge that can move only by a ring.
    assert clearance[~active].min() > -0.01*h
    return areas @ full, edges[ids[-1]+1], full, active


ratios = {}
for name, (shape, slope) in profiles.items():
    h = depth_function(slope, 0.6)[0]
    load, radius, pressure, active = solve_contact(shape, h)
    upper = solve_contact(shape, 1.05*h)[0]
    lower = solve_contact(shape, 0.95*h)[0]
    ratios[name] = (upper-lower)/(0.1*h)/(2*radius)
    # One percent covers ring quantization of the measured contact radius.
    assert abs(ratios[name]-1) < 0.01
    assert abs(radius-0.6) < 2.1*ring_width
    assert abs(load/load_formula(slope, h, 0.6)-1) < 0.005
    assert active[0] and np.all(np.diff(active.astype(int)) <= 0)
    if name == 'cosh':
        index = 120
        root = np.sqrt(0.6**2-mid[index]**2)
        s = root*unit_nodes
        t = np.sqrt(mid[index]**2+s**2)
        dg = (depth_function(slope, t+1e-5)
              - depth_function(slope, t-1e-5))/2e-5
        predicted = root/pi*np.sum(unit_weights*dg/t)
        assert abs(pressure[index]/predicted-1) < 0.01


def annular_shape(r):
    return 4*(r**2-0.25)**2


_, outer, _, ring_active = solve_contact(annular_shape, 0.05)
ring_stiffness = (solve_contact(annular_shape, 0.0525)[0]
                  - solve_contact(annular_shape, 0.0475)[0])/0.005
annular_ratio = ring_stiffness/(2*outer)
assert not ring_active[0] and annular_ratio < 0.97

# A wrongly imposed edge gives tension or penetration; also test energy.
held = mid < 0.6
held_count = np.count_nonzero(held)
for factor in (0.8, 1.2):
    h = factor*0.36
    imposed = h-mid[held]**2/2
    p = np.linalg.solve(compliance[np.ix_(held, held)], imposed)
    energy = np.sum(p*imposed*areas[held])/2
    energy_formula = quad(lambda t: (h-t*t)**2, 0, 0.6)[0]
    assert abs(energy/energy_formula-1) < 0.01
    assert abs((p@areas[held])/load_formula(lambda r: r, h, 0.6)-1) < 0.01
    outside = held_count+2
    clearance = (compliance[outside, held]@p-h+mid[outside]**2/2)
    assert p[-1] < 0 if factor < 1 else clearance < 0

# Inward edge displacement from the transformed Hertz pressure.
inward_integral = quad(lambda k: (np.sin(k)-k*np.cos(k))/k**3*j1(k),
                      1e-3, 300, limit=1000)[0]
pressure_moment = quad(lambda r: r*np.sqrt(1-r*r), 0, 1)[0]
assert abs(inward_integral-pressure_moment) < 3e-4

# Rough iron constants and their isotropic Voigt-Reuss-Hill average.
c11, c12, c44 = 230.0, 135.0, 117.0
bulk = (c11+2*c12)/3
shear_voigt = (c11-c12+3*c44)/5
shear_reuss = 5*(c11-c12)*c44/(4*c44+3*(c11-c12))
shear = (shear_voigt+shear_reuss)/2
young = 9*bulk*shear/(3*bulk+shear)
poisson = young/(2*shear)-1
film_modulus = young/(1-poisson**2)
tip_young, tip_poisson = 1100.0, 0.07
tip_modulus = tip_young/(1-tip_poisson**2)
reduced = 1/(1/film_modulus+1/tip_modulus)
a, tip_radius, imprint_radius = 100.0, 1000.0, 1300.0
gap_radius = 1/(1/tip_radius-1/imprint_radius)
recovery = depth_function(lambda r: r/gap_radius, a)[0]
load = load_formula(lambda r: r/gap_radius, recovery, a, reduced)
stiffness = 2*reduced*a
mean_pressure = load/(pi*a*a)
stiffness_ev = stiffness*constants.angstrom**2/constants.e


def unloading_load(slope, h):
    radius = brentq(lambda t: depth_function(slope, t)[0]-h, 1e-6, 10*a)
    return load_formula(slope, h, radius, reduced)


comparison = []
for power in (2, 3, 4):
    def unit_slope(r, n=power):
        return n/a*(r/a)**(n-1)
    unit_h = depth_function(unit_slope, a)[0]
    scale = load/load_formula(unit_slope, unit_h, a, reduced)

    def slope(r, n=power, amplitude=scale):
        return amplitude*n/a*(r/a)**(n-1)
    h = depth_function(slope, a)[0]
    step = 1e-3*h
    measured = (unloading_load(slope, h+step)
                - unloading_load(slope, h-step))/(2*step)
    half_h = brentq(lambda q: unloading_load(slope, q)-load/2, 0.1*h, h)
    assert abs(measured/stiffness-1) < 1e-5
    comparison.append((power, h, measured, half_h))

# Adhesion with a freely moving edge; J/m^2 equals N/m.
adhesion = 0.05


def adhesive_state(radius):
    h = radius**2/gap_radius-np.sqrt(2*pi*radius*adhesion/reduced)
    p = load_formula(lambda r: r/gap_radius, h, radius, reduced)
    return h, p


h_plus, p_plus = adhesive_state(a+0.01)
h_minus, p_minus = adhesive_state(a-0.01)
adhesive_stiffness = (p_plus-p_minus)/(h_plus-h_minus)
edge_offset = -np.sqrt(2*pi*a*adhesion/reduced)
dh_da = 2*a/gap_radius+edge_offset/(2*a)
edge_result = 2*reduced*(a+edge_offset/dh_da)
assert abs(adhesive_stiffness/edge_result-1) < 1e-5
adhesion_change = 100*(adhesive_stiffness/stiffness-1)

# Point-load energy below a plane, obtained from displacement gradients.
r, depth = sp.symbols('r depth', positive=True)
distance = sp.sqrt(r*r+depth*depth)
radial = (r*depth/distance**3
          - (1-2*nu)*r/(distance*(distance+depth)))/(4*sp.pi*G)
normal = (depth**2/distance**3+2*(1-nu)/distance)/(4*sp.pi*G)
er, et, ez = sp.diff(radial, r), radial/r, sp.diff(normal, depth)
erz = (sp.diff(radial, depth)+sp.diff(normal, r))/2
density = G*(er**2+et**2+ez**2+2*erz**2)+lam*(er+et+ez)**2/2
density_number = sp.lambdify((r, depth), density.subs(
    {G: shear, nu: poisson}), 'numpy')
lower_energy = quad(lambda q: 2*pi*np.sin(q)*np.cos(q)
                    * density_number(np.sin(q), np.cos(q)),
                    1e-5, pi/2-1e-7)[0]
assert abs(lower_energy/((2-poisson)/(8*pi*shear))-1) < 1e-5
thickness, substrate_young = 1000.0, 160.0
film_compliance = 1/(2*film_modulus*a)
compliance_change = (2*lower_energy/thickness
                     * (young/substrate_young-1))
relative_film_change = 100*compliance_change/film_compliance
formula_change = (100*(2-poisson)*a/(pi*(1-poisson)*thickness)
                  * (young/substrate_young-1))
assert abs(relative_film_change/formula_change-1) < 1e-5
total_compliance = 1/stiffness+compliance_change
substrate_change = 100*(1/(total_compliance*stiffness)-1)


def cubic_indentation_modulus(k11, k12, k44):
    eye = np.eye(3)
    tensor = (k12*np.einsum('ij,kl->ijkl', eye, eye)
              + k44*(np.einsum('ik,jl->ijkl', eye, eye)
                     + np.einsum('il,jk->ijkl', eye, eye)))
    for i in range(3):
        tensor[i, i, i, i] += k11-k12-2*k44
    normal_axis = np.array([0.0, 0.0, 1.0])
    values = []
    for angle in (np.arange(64)+0.5)*2*pi/64:
        wave = np.array([np.cos(angle), np.sin(angle), 0.0])
        q = np.einsum('ijkl,j,l->ik', tensor, wave, wave)
        rt = np.einsum('ijkl,j,l->ik', tensor, normal_axis, wave)
        t = np.einsum('ijkl,j,l->ik', tensor, normal_axis, normal_axis)
        companion = np.block([[np.zeros((3, 3)), eye],
                              [-np.linalg.solve(t, q),
                               -np.linalg.solve(t, rt+rt.T)]])
        roots, vectors = np.linalg.eig(companion)
        keep = roots.imag > 0
        assert np.count_nonzero(keep) == 3
        modes = vectors[:3, keep]
        tractions = rt@modes+t@modes*roots[keep]
        values.append((1j*(modes@np.linalg.inv(tractions))[2, 2]).real)
    return 2/np.mean(values)


# A small splitting avoids defective modes at exact isotropy.
iso_c11, iso_c12 = bulk+4*shear/3, bulk-2*shear/3
near_isotropic = cubic_indentation_modulus(iso_c11, iso_c12, shear*1.0001)
assert abs(near_isotropic/film_modulus-1) < 1e-3
cubic_modulus = cubic_indentation_modulus(c11, c12, c44)
cubic_reduced = 1/(1/cubic_modulus+1/tip_modulus)
anisotropy_change = 100*(cubic_reduced/reduced-1)
inward = (1-2*poisson)*load/(4*pi*shear*a)

print('Ring solution: S/(2 E* a), dimensionless')
for name, ratio in ratios.items():
    print(f'  {name}: {ratio:.4f}')
print(f'  annular counterexample: {annular_ratio:.4f}')
print(f'Rough Fe C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa')
print(f'Film Young modulus: {young:.1f} GPa')
print(f'Film shear modulus: {shear:.1f} GPa')
print(f'Film Poisson ratio: {poisson:.3f}')
print(f'Film plane modulus E*: {film_modulus:.1f} GPa')
print(f'Tip Young modulus: {tip_young:.0f} GPa')
print(f'Tip Poisson ratio: {tip_poisson:.2f}')
print(f'Tip plane modulus: {tip_modulus:.1f} GPa')
print(f'Reduced modulus E_r: {reduced:.1f} GPa')
print(f'Contact radius: {a:.0f} nm')
print(f'Tip radius: {tip_radius:.0f} nm')
print(f'Imprint radius: {imprint_radius:.0f} nm')
print(f'Effective gap radius: {gap_radius:.1f} nm')
print(f'Elastic recovery: {recovery:.3f} nm')
print(f'Load: {load/1000:.2f} uN')
print(f'Mean pressure: {mean_pressure:.3f} GPa')
print(f'Stiffness: {stiffness/1000:.3f} uN/nm')
print(f'Stiffness converted: {stiffness_ev:.1f} eV/angstrom^2')
print('Equal load and radius, different gap powers')
for power, h, measured, half_h in comparison:
    print(f'  power {power}: recovery {h:.3f} nm')
    print(f'  power {power}: initial slope {measured/1000:.3f} uN/nm')
    print(f'  power {power}: approach at half load {half_h:.3f} nm')
print(f'Work of adhesion, rough: {adhesion:.2f} J/m^2')
print(f'Adhesive edge offset h-g(a): {edge_offset:.3f} nm')
print(f'Adhesion, free edge, stiffness change: {adhesion_change:.2f} %')
print(f'Film thickness: {thickness:.0f} nm')
print(f'Substrate Young modulus: {substrate_young:.0f} GPa')
print(f'Film compliance change: {relative_film_change:.2f} %')
print(f'Substrate stiffness change: {substrate_change:.2f} %')
print(f'Fe (001) indentation modulus: {cubic_modulus:.1f} GPa')
print(f'Anisotropy stiffness change: {anisotropy_change:.2f} %')
print(f'Tip slope scale a/R: {a/tip_radius:.3f}')
print(f'Inward edge displacement: {inward:.3f} nm')
print(f'Inward displacement / radius: {100*inward/a:.3f} %')
print('no test failed')
```

Running it gives:

```
Ring solution: S/(2 E* a), dimensionless
  paraboloid: 0.9999
  cone: 1.0000
  quartic: 0.9999
  sphere: 0.9999
  cosh: 0.9999
  annular counterexample: 0.8796
Rough Fe C11, C12, C44: 230, 135, 117 GPa
Film Young modulus: 210.2 GPa
Film shear modulus: 81.5 GPa
Film Poisson ratio: 0.290
Film plane modulus E*: 229.5 GPa
Tip Young modulus: 1100 GPa
Tip Poisson ratio: 0.07
Tip plane modulus: 1105.4 GPa
Reduced modulus E_r: 190.0 GPa
Contact radius: 100 nm
Tip radius: 1000 nm
Imprint radius: 1300 nm
Effective gap radius: 4333.3 nm
Elastic recovery: 2.308 nm
Load: 58.48 uN
Mean pressure: 1.861 GPa
Stiffness: 38.010 uN/nm
Stiffness converted: 2372.4 eV/angstrom^2
Equal load and radius, different gap powers
  power 2: recovery 2.308 nm
  power 2: initial slope 38.010 uN/nm
  power 2: approach at half load 1.454 nm
  power 3: recovery 2.051 nm
  power 3: initial slope 38.010 uN/nm
  power 3: approach at half load 1.220 nm
  power 4: recovery 1.923 nm
  power 4: initial slope 38.010 uN/nm
  power 4: approach at half load 1.105 nm
Work of adhesion, rough: 0.05 J/m^2
Adhesive edge offset h-g(a): -0.407 nm
Adhesion, free edge, stiffness change: -9.22 %
Film thickness: 1000 nm
Substrate Young modulus: 160 GPa
Film compliance change: 2.41 %
Substrate stiffness change: -1.95 %
Fe (001) indentation modulus: 214.6 GPa
Anisotropy stiffness change: -5.45 %
Tip slope scale a/R: 0.100
Inward edge displacement: 0.240 nm
Inward displacement / radius: 0.240 %
no test failed
```
